# The ultrasoft S is an operator, not a basis overlap

**Q.** I have met the equation $Hc=ESc$ with local orbitals. The orbitals are not orthogonal, so their overlap matrix $S$ appears. Ultrasoft pseudopotentials lead to the same equation, so I take their $S$ to be a basis overlap too. In plane waves, which are orthonormal, it should then be the unit matrix.

**A.** Let us first derive the matrix you know. Take an ordinary equation $H\psi=E\psi$, expand $\psi=\sum_b c_b\chi_b$, and project on $\chi_a$:

$$\sum_b\langle\chi_a|H|\chi_b\rangle c_b=E\sum_b O_{ab}c_b,\qquad O_{ab}=\langle\chi_a|\chi_b\rangle .$$

I call this matrix $O$. It was absent before the expansion and becomes 1 in an orthonormal basis. The ultrasoft equation is different: it reads

$$H\varphi=ES\varphi$$

before any basis has been chosen.

**Q.** Where could an $S$ come from, if not from a basis?

**A.** From replacing a wavefunction by a smoother one that carries less charge near the nucleus. The hydrogen atom with a fixed nucleus, treated nonrelativistically, shows it. I use Hartree atomic units and real radial functions $u(r)$, where the full s function is $u/(r\sqrt{4\pi})$. Then $\langle f|g\rangle=\int fg\,dr$ and $T=-\tfrac12 d^2/dr^2$. The 1s function is $\psi=2re^{-r}$, with $\varepsilon=-\tfrac12$.

Inside $r_c=2$ bohr I replace $\psi$ by $\varphi=2e^{-2}p(x)$, with $x=r/2$ and $p=ax+bx^3+cx^5$. Outside, $\varphi=\psi$. At $r_c$ the function $\psi$ has value $4e^{-2}$, slope $-2e^{-2}$ and second derivative 0. Since $d/dr=\tfrac12 d/dx$, matching these requires $p(1)=2$, $p'(1)=-2$, $p''(1)=0$:

$$a+b+c=2,\quad a+3b+5c=-2,\quad 6b+20c=0 .$$

The last equation gives $b=-10c/3$. The second minus the first gives $2b+4c=-4$, so $-8c/3=-4$. Hence $c=\tfrac32$, $b=-5$, $a=\tfrac{11}2$.

The norms inside $r_c$ are

$$N_\psi=\int_0^2 4r^2e^{-2r}dr=1-13e^{-4}=0.7619,$$

$$N_\varphi=8e^{-4}\int_0^1p^2dx=0.5201 .$$

The pseudo-function therefore lacks the norm $q=N_\psi-N_\varphi=0.2418$.

**Q.** A missing norm is a number. How does it become an operator?

**A.** We need a way to read off how much of $\varphi$ a function contains near the nucleus. Choose a smooth local potential, $V_{\rm loc}=-\tfrac34+r^2/16$ inside $r_c$ and $-1/r$ outside. Both pieces have value $-\tfrac12$ and slope $\tfrac14$ at $r_c$. Now form what $\varphi$ fails to satisfy:

$$\chi=(\varepsilon-T-V_{\rm loc})\varphi .$$

Outside $r_c$ it vanishes, because there $\varphi=\psi$ and $V_{\rm loc}$ is the true potential. Inside, $\varepsilon-V_{\rm loc}=(1-x^2)/4$, and $\tfrac12\varphi''=2e^{-2}p''/8$ with $p''=-30x(1-x^2)$. Thus

$$\chi=2e^{-2}(1-x^2)\left[\frac p4-\frac{15x}{4}\right].$$

Define $B=\langle\varphi|\chi\rangle$ and the projector function $\beta=\chi/B$. Integration gives $B=-0.2012$ hartree. By construction $\langle\beta|\varphi\rangle=1$, and $\beta$ is confined to $r<r_c$. Now set

$$S=1+q|\beta\rangle\langle\beta|,\qquad H=T+V_{\rm loc}+D|\beta\rangle\langle\beta|,\qquad D=B+\varepsilon q .$$

Here $D=-0.2012-0.5\times0.2418=-0.3221$ hartree. The definition of $\chi$ says $(T+V_{\rm loc})\varphi=\varepsilon\varphi-\chi=\varepsilon\varphi-B\beta$, so

$$H\varphi=\varepsilon\varphi-B\beta+(B+\varepsilon q)\beta=\varepsilon(\varphi+q\beta)=\varepsilon S\varphi .$$

The last equality uses $\langle\beta|\varphi\rangle=1$. The same property gives

$$\langle\varphi|S|\varphi\rangle=\langle\varphi|\varphi\rangle+q=\langle\psi|\psi\rangle=1 .$$

So $S$ restores the norm that smoothing removed. No expansion functions have entered.

With several projectors, the form is $S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j|$, where $q_{ij}$ is $\langle\psi_i|\psi_j\rangle-\langle\varphi_i|\varphi_j\rangle$ integrated inside $r_c$ and the projectors are made dual to the pseudo-functions, $\langle\beta_i|\varphi_j\rangle=\delta_{ij}$. Then, taken inside $r_c$, $\langle\varphi_i|S|\varphi_j\rangle=\langle\varphi_i|\varphi_j\rangle+q_{ij}=\langle\psi_i|\psi_j\rangle$, as in the one-projector case.

**Q.** Suppose I now expand in plane waves. Surely $S$ turns into their overlap, which is 1?

**A.** Insert $\varphi=\sum_b c_b\chi_b$, where $\chi_b$ with an index is a basis function, and project. The matrix multiplying $E$ is

$$S_{ab}=\langle\chi_a|S|\chi_b\rangle=O_{ab}+q\,b_ab_b,\qquad b_a=\langle\chi_a|\beta\rangle .$$

Orthonormality makes the first term $\delta_{ab}$. It does nothing to the second.

For literal plane waves in a periodic cell of volume $\Omega$, the three-dimensional projector is $\beta(r)/(r\sqrt{4\pi})$. Averaging $e^{-i\mathbf G\cdot\mathbf r}$ over angles gives $\sin(Gr)/(Gr)$, and the volume element supplies $4\pi r^2dr$. Therefore

$$\langle\mathbf G|\beta\rangle=\sqrt{\frac{4\pi}{\Omega}}\int_0^{r_c}\beta(r)\frac{\sin Gr}{G}\,dr,$$

$$\langle\mathbf G|S|\mathbf G'\rangle=\delta_{\mathbf G\mathbf G'}+q\langle\mathbf G|\beta\rangle\langle\beta|\mathbf G'\rangle .$$

In a cube of side 8 bohr, $\langle0|\beta\rangle=0.3172$, and the shortest nonzero $\mathbf G$ has $\langle\mathbf G|\beta\rangle=0.2629$. The diagonal element at $\mathbf G=0$ is $1+0.2418\times0.3172^2=1.0243$. The element between these two orthogonal waves is $0.2418\times0.3172\times0.2629=0.0202$, not zero.

**Q.** Those corrections are small. Perhaps they fade as the basis becomes complete, or as the cell grows?

**A.** For fixed wavevectors, each correction does shrink with the cell, as $1/\Omega$. But the number of plane waves below a given cutoff grows as $\Omega$, so single elements are a poor measure. Let $S$ act on $\beta$ itself:

$$S\beta=\beta+q\beta\langle\beta|\beta\rangle=(1+q\langle\beta|\beta\rangle)\beta .$$

Any function orthogonal to $\beta$ has eigenvalue 1. Numerical integration gives $\langle\beta|\beta\rangle=2.0733$, so the other eigenvalue is $1+0.2418\times2.0733=1.5013$. It refers to no basis and no cell.

To follow the approach to completeness, use the orthonormal sines $\sqrt{2/R}\,\sin(n\pi r/R)$ in a sphere of radius $R=20$ bohr. They are the radial parts of standing s waves. The trace of $S-O$ is $q\sum_n b_n^2$. Each new wave adds a nonnegative term, and completeness makes the sum tend to $q\langle\beta|\beta\rangle=0.50125$. With 20, 40, 80 and 240 sines it is 0.4822, 0.4992, 0.5010 and 0.50124. A larger basis resolves the augmentation better; it does not remove it.

The cube behaves alike. With 1331 plane waves, and their projector coefficients obtained by a fast Fourier transform, the largest eigenvalue of the $S$ matrix is 1.497. The matrix $1+q\,bb^\dagger$ has $b$ as eigenvector with eigenvalue $1+q\sum_{\mathbf G}|\langle\mathbf G|\beta\rangle|^2$, and over all waves the sum would be $\langle\beta|\beta\rangle$. The deficit from 1.501 therefore measures the part of $\beta$ outside this finite set of waves, apart from the discretization error of the transform, which for the shortest $\mathbf G$ gives 0.26294 against 0.26291 from the radial integral.

**Q.** What if I return to nonorthogonal functions? Is the ultrasoft $S$ then their overlap?

**A.** It is their overlap plus the augmentation. Take normalized functions proportional to $re^{-\alpha r^2}$, with eight exponents doubling from 0.05 to 6.40 bohr$^{-2}$. For the pair 0.20 and 0.40,

$$O_{ab}=0.9155,\qquad q\,b_ab_b=0.3551,\qquad S_{ab}=1.2706 .$$

The inequality $|\langle\chi_a|\chi_b\rangle|\le\|\chi_a\|\,\|\chi_b\|$ forbids an overlap above 1 for two normalized functions. The number 1.2706 cannot be the overlap of these Gaussians.

You can remove $O$ by Löwdin orthonormalization, that is, by passing to the functions $\sum_a\chi_a(O^{-1/2})_{ab}$. The new matrix is

$$O^{-1/2}(O+q\,bb^{\mathsf T})O^{-1/2}=1+q\,vv^{\mathsf T},\qquad v=O^{-1/2}b .$$

Its one eigenvalue different from 1 is $1+q\,v^{\mathsf T}v=1+q\,b^{\mathsf T}O^{-1}b$. The number $b^{\mathsf T}O^{-1}b$ is the squared norm of the part of $\beta$ lying in the span of the basis. It cannot exceed $\langle\beta|\beta\rangle$, so for $q>0$ the eigenvalue approaches 1.5013 from below. The eight Gaussians give 1.4969. Orthonormalization has removed the property of the basis and left that of the operator.

**Q.** What happens to the energy if I follow my belief and set $S=1$ in the sine basis?

**A.** If you leave $D$ as it is, you solve $H\varphi=E\varphi$, a different physical equation. A trial function shows the direction of the error. The lowest level of $H$ cannot lie above the expectation value of $H$ in $\varphi$:

$$E_{\rm wrong}\le\frac{\langle\varphi|H|\varphi\rangle}{\langle\varphi|\varphi\rangle}
=\frac{\varepsilon\langle\varphi|S|\varphi\rangle}{\langle\varphi|\varphi\rangle}
=\frac{-0.5}{0.7582}=-0.659\ \text{hartree}.$$

Here $\langle\varphi|\varphi\rangle=1-q=0.7582$. Diagonalization in 240 sines gives $-0.6741$ hartree, or $-18.34$ eV. With the correct $S$ the same basis gives $-0.5000$ hartree, or $-13.61$ eV.

In the Gaussians, $O$ plus augmentation gives $-0.4999$ hartree, while $O$ alone gives $-0.6737$ hartree. Two very different bases thus agree on the right answer when the augmentation is present, and nearly agree on the same wrong answer when it is missing. A better basis cannot repair the omission.

**Q.** Then I could drop $q$ everywhere: use $D=B$ and $S=1$. Your derivation would still give $\varepsilon$.

**A.** It would. Then $H\varphi=\varepsilon\varphi-B\beta+B\beta=\varepsilon\varphi$, and the sine basis returns $-0.5000$ hartree. What you lose is the response when the energy moves away from $\varepsilon$, as it does when the atom's surroundings change.

Let $L(E)=u'/u$ at $r_c$, for the solution regular at the origin. It is all that the outside learns about the inside. For the true atom, differentiate $(T+V-E)u=0$ with respect to $E$. With a dot for $d/dE$, this gives $(T+V-E)\dot u=u$. Multiply by $u$, subtract $\dot u(T+V-E)u=0$, and integrate from 0 to $r_c$. The potential terms cancel, and the kinetic terms leave a boundary value:

$$N_\psi=-\tfrac12\left[u\dot u'-\dot uu'\right]_{r_c}=-\tfrac12u(r_c)^2\dot L .$$

There is no contribution from $r=0$, where $u=\dot u=0$.

For the ultrasoft equation, differentiating $(H-ES)u=0$ puts $Su$ on the right. The projector terms are symmetric and lie inside $r_c$, so they cancel in the subtraction. The left side becomes $\langle\varphi|S|\varphi\rangle$ taken inside $r_c$, which is $N_\varphi+q=N_\psi$ at $E=\varepsilon$. Both the value and the energy slope of $L$ are then correct. Without $q$, the slope contains $N_\varphi$ alone and is too small in magnitude.

**Q.** Can I see that difference in an actual level?

**A.** Put the atom in a hard sphere of radius $R$, which raises its level by a small $\Delta$. The outer solution vanishes at $R$, and the same identity applied from $r_c$ to $R$ gives $\dot L_{\rm out}=+2N_{\rm out}/u(r_c)^2$. The sign changes because $r_c$ is now the lower limit. Let the wall change $L_{\rm out}(\varepsilon)$ by $\delta$. Equating inner and outer values at $\varepsilon+\Delta$, to first order,

$$-\frac{2N_{\rm in}}{u(r_c)^2}\Delta=\delta+\frac{2N_{\rm out}}{u(r_c)^2}\Delta
\quad\Rightarrow\quad
\Delta=-\frac{\delta\,u(r_c)^2}{2(N_{\rm in}+N_{\rm out})}.$$

For a distant wall, $N_{\rm in}+N_{\rm out}$ tends to 1 when $N_{\rm in}=N_\psi$, and to $1-q$ when $q$ is dropped. The second shift is therefore too large by the fraction $1/(1-q)-1=q/(1-q)=0.319$.

The true levels follow from the zeros of the regular hydrogen solution, a confluent hypergeometric function. The two pseudo-problems are diagonalized in 120 sines. Their errors, relative to the true shift $\Delta$, are:

| $R$ (bohr) | $\Delta$ (hartree) | with $q$ | without $q$ |
|---|---|---|---|
| 4 | 0.016735 | 0.43% | 36.1% |
| 5 | 0.003583 | 0.09% | 33.1% |
| 6 | 0.000723 | 0.02% | 32.2% |

The last column approaches the predicted 31.9%. The column with $q$ falls roughly in proportion to $\Delta$, so the energy error itself is of second order in $\Delta$. The term $q|\beta\rangle\langle\beta|$ in $S$ supplies the norm that sets how the atom's level responds, and the overlap matrix of the sines cannot supply it.

**Q.** Would I notice $S$ in the wavefunctions as well?

**A.** Yes. Two solutions with different energies satisfy

$$0=\langle\varphi_1|S|\varphi_2\rangle=\langle\varphi_1|\varphi_2\rangle+q\langle\varphi_1|\beta\rangle\langle\beta|\varphi_2\rangle .$$

Their plain overlap need not vanish. For the two lowest states in the 20 bohr sphere its magnitude is 0.059, although the sines are orthonormal. A plain sum of squared coefficients gives 0.758 for the ground state, not 1. The missing 0.242 is $q$.

There is also a consequence for forces. Let an atom move by a coordinate $X$ while the plane waves stay fixed. Its projectors move, so $S$ depends on $X$. Differentiate $\langle\varphi|H-ES|\varphi\rangle=0$. The terms with $d\varphi/dX$ vanish because $(H-ES)\varphi=0$, and with $\langle\varphi|S|\varphi\rangle=1$ the rest is

$$\frac{dE}{dX}=\left\langle\varphi\left|\frac{dH}{dX}-E\frac{dS}{dX}\right|\varphi\right\rangle .$$

The overlap of fixed plane waves has no such derivative. This formula is for one level of a given $H(X)$; a self-consistent total energy needs further bookkeeping.

**Q.** Is there really no sense in which $S$ is an overlap?

**A.** There is one, but the functions that overlap are not your basis functions. Define a map that puts the true shape back:

$$W=1+|d\rangle\langle\beta|,\qquad d=\psi-\varphi .$$

Then $W\varphi=\varphi+d=\psi$. The matrix $\langle W\chi_a|W\chi_b\rangle$ is the overlap of transformed basis functions, which are generally nonorthogonal even if the $\chi_a$ are plane waves. To compare it with $S$, take any real $f$ and write $s=\langle\beta|f\rangle$:

$$\langle Wf|Wf\rangle=\langle f|f\rangle+2s\langle d|f\rangle+s^2\langle d|d\rangle .$$

Since $\psi=\varphi+d$, we have $q=2\langle d|\varphi\rangle+\langle d|d\rangle$. Subtracting $\langle f|S|f\rangle=\langle f|f\rangle+qs^2$ leaves

$$\langle Wf|Wf\rangle-\langle f|S|f\rangle=2s\langle d|f-s\varphi\rangle .$$

This vanishes if $f=s\varphi$ inside $r_c$, where $d$ lives. For $f=\varphi$ both quantities are 1. For the normalized Gaussian with exponent 1.0 bohr$^{-2}$ they are 1.591 and 1.392, because one projector does not describe that function near the nucleus. With several projectors, the two agree for every $f$ that equals $\sum_i\varphi_i\langle\beta_i|f\rangle$ inside $r_c$. In that sense $S$ is the overlap of reconstructed functions.

**Q.** Could I at least transform $S$ away?

**A.** If $S$ is positive, set $\eta=S^{1/2}\varphi$. Multiplying $H\varphi=ES\varphi$ from the left by $S^{-1/2}$ gives

$$S^{-1/2}HS^{-1/2}\eta=E\eta .$$

The levels are unchanged, but the wavefunction and the Hamiltonian are new, and both are built from $S$. The step can also be read as a change of basis. If $\eta=\sum_a\eta_a\chi_a$ with orthonormal $\chi_a$, then $\varphi=\sum_a\eta_a\,S^{-1/2}\chi_a$. In the functions $S^{-1/2}\chi_a$ the matrix multiplying $E$ is $\delta_{ab}$, but their overlap is $\langle\chi_a|S^{-1}|\chi_b\rangle$, which is not the unit matrix. $S$ has moved into the basis functions, and the matrix multiplying $E$ is still not their overlap.

Positivity is a real condition: here it requires $1+q\langle\beta|\beta\rangle>0$. A pseudo-function with too much norm inside $r_c$ has $q<0$ and may violate it, and then $S$ no longer defines a norm. If the norms agree, $q=0$ and $S=1$. With several projectors, every $q_{ij}$ must vanish for this construction to give $S=1$ in general. That is the norm-conserving case, and there your original rule holds: the matrix multiplying $E$ is the basis overlap alone.

"Basis-independent" also has a limited meaning. Another $r_c$, or another smooth function inside it, generally changes both $\beta$ and $q$. Another local potential inside $r_c$ leaves $q$ alone but generally changes $\beta$, because $\chi$ contains $V_{\rm loc}$. So $S$ generally changes with each of these choices. Those choices define the pseudo-atom. Once they are made, $S$ is fixed, and the basis decides how its matrix looks and how well it is resolved.

Numerical values quoted here were computed with a short program.
